# Lithographic Source Optimization for Worst Edge Slope as a Linear Program: test program

```python
"""
Result under test: for a fixed mask, image intensity and edge slope are linear
in the powers of incoherent source pixels. Maximizing the smallest edge slope
with linear intensity limits is therefore a linear program (LP).

Symbols: u[k] = power of a group of four mirror pixels, dose included, in units
where the resist threshold is 1; t = smallest edge slope (% of threshold / nm);
delta = allowed relative deviation of edge intensity from threshold;
sx, sy = source coordinates divided by the pupil radius NA/wavelength.
Lines run along y; a dark line is centred at x = 0. Lengths are in nm.
"""
import numpy as np
from scipy.optimize import linprog, brentq

WAVELENGTH, NA, N_WATER, N_RESIST = 193.0, 1.35, 1.44, 1.70
PITCHES, FOCI = (100.0, 160.0, 240.0), (0.0, 40.0)
EDGES = [(p, z) for p in PITCHES for z in FOCI]
SIGMA_MAX, FILL, DELTA = 0.95, 0.10, 0.05
DARK_MAX, BRIGHT_MIN = 0.30, 1.30
CUTOFF = NA / WAVELENGTH


def polarization_vectors(fx, fy, polarization):
    """Electric unit vectors in resist for x- or y-polarized pupil light."""
    alpha = WAVELENGTH * fx / N_RESIST
    beta = WAVELENGTH * fy / N_RESIST + 0 * fx
    gamma = np.sqrt(np.maximum(1 - alpha**2 - beta**2, 0))
    mixed = -alpha * beta / (1 + gamma)
    if polarization == "x":
        return [1 - alpha**2 / (1 + gamma), mixed, -alpha]
    return [mixed, 1 - beta**2 / (1 + gamma), -beta]


def pixel_images(x, pitch, focus, sx, sy, line=None, polarization=None):
    """Intensity and x-derivative at x for unit power in each source pixel."""
    line = pitch / 2 if line is None else line
    top = int(np.ceil(2 * pitch * CUTOFF)) + 1
    m = np.arange(-top, top + 1)
    coefficient = (m == 0) - line / pitch * np.sinc(m * line / pitch)
    fx = sx[:, None] * CUTOFF + m / pitch
    fy = sy[:, None] * CUTOFF
    f2 = fx**2 + fy**2
    kz = 2 * np.pi * np.sqrt(np.maximum((N_WATER / WAVELENGTH)**2 - f2, 0))
    waves = (coefficient * (f2 <= CUTOFF**2) * np.exp(1j * focus * kz)
             * np.exp(2j * np.pi * m * x / pitch))
    factors = ([1.0] if polarization is None
               else polarization_vectors(fx, fy, polarization))
    intensity, slope = 0.0, 0.0
    for factor in factors:
        field = (waves * factor).sum(axis=1)
        gradient = (waves * factor * 2j * np.pi * m / pitch).sum(axis=1)
        intensity = intensity + abs(field)**2
        slope = slope + 2 * np.real(np.conj(field) * gradient)
    return intensity, slope


def folded_images(x, pitch, focus, sx, sy, **options):
    """Average over four mirror pixels; slope is converted to percent/nm."""
    parts = [pixel_images(x, pitch, focus, a * sx, b * sy, **options)
             for a in (-1, 1) for b in (-1, 1)]
    return (sum(q[0] for q in parts) / 4, 100 * sum(q[1] for q in parts) / 4)


def build(spacing):
    """Quadrant source grid and the image matrices of all edge conditions."""
    c = np.arange(spacing / 2, SIGMA_MAX, spacing)
    gx, gy = np.meshgrid(c, c, indexing="ij")
    keep = np.hypot(gx, gy) <= SIGMA_MAX
    sx, sy = gx[keep], gy[keep]
    at_edge = [folded_images(p / 4, p, z, sx, sy) for p, z in EDGES]
    return dict(sx=sx, sy=sy,
                edge=np.array([q[0] for q in at_edge]),
                slope=np.array([q[1] for q in at_edge]),
                dark=np.array([folded_images(0, p, z, sx, sy)[0]
                               for p, z in EDGES]),
                bright=np.array([folded_images(p / 2, p, z, sx, sy)[0]
                                 for p, z in EDGES]))


def lp_matrices(model, delta, slope=None):
    """Rows A x <= b and E x = 0 for x = (u, t, total power)."""
    slope = model["slope"] if slope is None else slope
    n, groups = slope.shape
    imaging = np.vstack([-slope, model["edge"], -model["edge"],
                         model["dark"], -model["bright"]])
    extra = np.zeros((5 * n, 2))
    extra[:n, 0] = 1
    caps = np.hstack([np.eye(groups), np.zeros((groups, 1)),
                      np.full((groups, 1), -1 / (FILL * groups))])
    A = np.vstack([np.hstack([imaging, extra]), caps])
    b = np.concatenate([np.zeros(n), np.full(n, 1 + delta),
                        np.full(n, delta - 1), np.full(n, DARK_MAX),
                        np.full(n, -BRIGHT_MIN), np.zeros(groups)])
    E = np.concatenate([np.ones(groups), [0, -1]])[None, :]
    return A, b, E


def best_source(model, delta, slope=None, allowed=None):
    A, b, E = lp_matrices(model, delta, slope)
    groups = len(model["sx"])
    allowed = np.ones(groups, bool) if allowed is None else allowed
    cost = np.zeros(groups + 2)
    cost[groups] = -1
    bounds = [(0, None if ok else 0) for ok in allowed] + [(None, None)] * 2
    result = linprog(cost, A_ub=A, b_ub=b, A_eq=E, b_eq=[0],
                     bounds=bounds, method="highs-ds")
    assert result.status == 0, result.message
    return result.x[:groups], result.x[groups], result.x


# --- Intensity and slope from tilted waves, FFT filtering, phase averaging ---
rng = np.random.default_rng(4)
pitch_t, periods, samples, focus_t = 160.0, 20, 512, 40.0
dx = pitch_t / samples
x_grid = (np.arange(periods * samples) + 0.5) * dx
mask = abs((x_grid + pitch_t / 2) % pitch_t - pitch_t / 2) > pitch_t / 4
tilts = rng.choice(np.arange(-18, 19), 12, replace=False) / (periods * pitch_t)
sy_t = rng.uniform(-0.4, 0.4, 12)
power_t = rng.dirichlet(np.ones(12))
freq = np.fft.fftfreq(len(x_grid), dx)
pick = np.arange(126, 131)
fields = []
for tilt, sy_one in zip(tilts, sy_t):
    f2_t = freq**2 + (sy_one * CUTOFF)**2
    kz_t = 2 * np.pi * np.sqrt(np.maximum((N_WATER / WAVELENGTH)**2 - f2_t, 0))
    pupil = (f2_t <= CUTOFF**2) * np.exp(1j * focus_t * kz_t)
    wave = np.fft.fft(mask * np.exp(2j * np.pi * tilt * x_grid))
    fields.append(np.fft.ifft(wave * pupil)[pick])
fields = np.array(fields)
phases = np.exp(2j * np.pi * np.outer(np.arange(12), np.arange(12)) / 12)
members = abs(phases @ (np.sqrt(power_t)[:, None] * fields))**2
ensemble = members.mean(axis=0)
i_lin, g_lin = pixel_images(x_grid[128], pitch_t, focus_t, tilts / CUTOFF, sy_t)
g_fft = (ensemble[0] - 8 * ensemble[1] + 8 * ensemble[3] - ensemble[4]) / (12 * dx)
error_i = abs(ensemble[2] - power_t @ i_lin)
error_g = abs(g_fft - power_t @ g_lin)
assert error_i < 1e-4 and error_g < 1e-5
assert abs(members[0, 2] - ensemble[2]) > 1e-2  # fixed phases do not add powers

# --- Main optimum and an explicit feasible two-beam source ---
model = build(0.05)
sx, sy = model["sx"], model["sy"]
K = len(sx)
u, t, solution = best_source(model, DELTA)


def image(weights, x, p, z, **options):
    i, g = folded_images(x, p, z, sx, sy, **options)
    return weights @ i, weights @ g


dipole = ((sx > 0.55) & (sx < 0.78) & (sy < 0.35)).astype(float)
dipole /= dipole.sum() * (0.25 + 1 / np.pi**2)
assert np.allclose(model["edge"] @ dipole, 1, atol=1e-10)
for e, (p, z) in enumerate(EDGES):
    if z == 0:
        expected = 100 * (2 / p) / (0.25 + 1 / np.pi**2)
        assert abs(model["slope"][e] @ dipole - expected) < 1e-9
assert np.max(model["dark"] @ dipole) <= DARK_MAX
assert np.min(model["bright"] @ dipole) >= BRIGHT_MIN
assert dipole.max() <= dipole.sum() / (FILL * K)
t_dipole = np.min(model["slope"] @ dipole)
assert t_dipole <= t + 1e-6
for p in PITCHES:  # opposite focus gives the same image for this symmetry
    assert np.allclose(image(u, p / 4, p, 40), image(u, p / 4, p, -40), atol=1e-9)

# --- Separately solved dual, multipliers, concavity and vertex count ---
A, b, E = lp_matrices(model, DELTA)
R, n = len(b), len(EDGES)
dual = linprog(np.append(b, 0),
               A_ub=-np.hstack([A[:, :K].T, np.ones((K, 1))]), b_ub=np.zeros(K),
               A_eq=np.vstack([np.append(A[:, K], 0), np.append(A[:, K + 1], -1)]),
               b_eq=[1, 0], bounds=[(0, None)] * R + [(None, None)], method="highs")
assert dual.status == 0 and abs(dual.fun - t) < 1e-5
edge_weights = dual.x[:n]
shadow = dual.x[n:3 * n].sum()
h = 0.005
t_less, t_more = (best_source(model, DELTA + d)[1] for d in (-h, h))
assert t_more - t <= h * shadow + 1e-5 and h * shadow <= t - t_less + 1e-5
bands = np.array([0, 0.025, 0.05, 0.075, 0.10])
band_optima = np.array([best_source(model, d)[1] for d in bands])
assert np.all(np.diff(band_optima) >= -1e-5)
assert np.all(np.diff(band_optima, 2) <= 1e-5)
cap = u.sum() / (FILL * K)
partial = np.sum((u > 1e-6) & (u < cap - 1e-6))
full = np.sum(u >= cap - 1e-6)
active = np.sum((b - A @ solution)[:5 * n] < 1e-6)
assert partial <= active - 1


# --- Logarithmic slope by bisection on feasibility margins ---
def best_log_slope(delta):
    low, high = 0.0, 10.0
    for _ in range(20):
        mid = (low + high) / 2
        margin = best_source(model, delta, model["slope"] - mid * model["edge"])[1]
        low, high = (mid, high) if margin >= 0 else (low, mid)
    return (low + high) / 2


log_band, log_pinned = best_log_slope(DELTA), best_log_slope(0.0)
assert t / (1 + DELTA) - 1e-4 <= log_band <= t / (1 - DELTA) + 1e-4
assert abs(log_pinned - band_optima[0]) < 1e-4

# --- Printed edge positions and response to a 3 percent dose change ---
placement, dose_shift = [], []
for p, z in EDGES:
    def contour(dose):
        return brentq(lambda x: dose * image(u, x, p, z)[0] - 1,
                      p / 4 - 15, p / 4 + 15)
    x0 = contour(1.0)
    moved = (contour(0.97) - contour(1.03)) / 2
    predicted = 3 / image(u, x0, p, z)[1]
    assert abs(moved / predicted - 1) < 0.02
    placement.append(x0 - p / 4)
    dose_shift.append(moved)

# --- Role of the third diffraction order at the largest pitch ---
third = (sx - 3 / (240 * CUTOFF))**2 + sy**2 <= 1
t_no_third = best_source(model, DELTA, allowed=~third)[1]
annular = (np.hypot(sx, sy) >= 0.70).astype(float)
levels = model["edge"] @ annular
annular *= 2 / (levels.max() + levels.min())
levels = model["edge"] @ annular

# --- Effects outside the optimized model, evaluated for the same source ---
vx, vy = np.array([[0.004, -0.003]]), np.array([[0.002]])
for pol in ("x", "y"):
    vector = polarization_vectors(vx, vy, pol)
    direction = [WAVELENGTH * vx / N_RESIST, WAVELENGTH * vy / N_RESIST + 0 * vx]
    direction.append(np.sqrt(1 - direction[0]**2 - direction[1]**2))
    assert np.allclose(sum(v**2 for v in vector), 1)
    assert np.allclose(sum(v * d for v, d in zip(vector, direction)), 0)
vec_y = np.array([image(u, p / 4, p, z, polarization="y") for p, z in EDGES])
vec_x = np.array([image(u, p / 4, p, z, polarization="x") for p, z in EDGES])
unpolarized = (vec_x + vec_y) / 2
nodes, node_weights = np.polynomial.hermite.hermgauss(7)
BLUR = 5.0
blurred = [sum(w * image(u, p / 4 + np.sqrt(2) * BLUR * q, p, z)[1]
               for q, w in zip(nodes, node_weights)) / np.sqrt(np.pi)
           for p, z in EDGES]
slopes, edge_now = model["slope"] @ u, model["edge"] @ u
flare = 0.02 * 0.5 * u.sum()
biased = np.array([image(u, p / 4, p, z, line=p / 2 + 2)[0] for p, z in EDGES])
bias_shift = np.max(abs(biased - edge_now) * 100 / slopes)
focus_scan = {z: np.array([image(u, p / 4, p, z) for p in PITCHES])
              for z in (10, 20, 30, 60)}
t_coarse, t_fine = best_source(build(0.10), DELTA)[1], best_source(build(0.025), DELTA)[1]

print(f"wavelength {WAVELENGTH:.0f} nm, NA {NA}, water index {N_WATER}, resist index {N_RESIST}")
print(f"source radius limit {SIGMA_MAX}, grid spacing 0.05, pixel groups {K}")
print(f"edge band +/-{100*DELTA:.1f} %, dark limit {DARK_MAX}, bright limit {BRIGHT_MIN} (threshold=1)")
print(f"minimum pupil fill {100*FILL:.0f} % of allowed source")
for p in PITCHES:
    print(f"pitch {p:.0f} nm: first-order shift {1/(p*CUTOFF):.4f} pupil radii")
print(f"FFT check: intensity error {error_i:.1e}, slope error {error_g:.1e} 1/nm")
print(f"two-beam edge intensity {0.25+1/np.pi**2:.5f} of clear field")
print(f"LP optimum: worst slope {t:.4f} %/nm = {10*t:.3f} 1/um")
print(f"dual optimum {dual.fun:.4f} %/nm")
print("edge table: pitch nm, focus nm, edge I, slope %/nm, dark I, bright I, dual weight")
for e, (p, z) in enumerate(EDGES):
    print(f"  {p:.0f}, {z:.0f}, {edge_now[e]:.4f}, {slopes[e]:.4f}, "
          f"{model['dark'][e]@u:.4f}, {model['bright'][e]@u:.4f}, {edge_weights[e]:.4f}")
print("edge displacement nm, same order:", " ".join(f"{v:.3f}" for v in placement))
print("edge shift for 3 % dose, nm:", " ".join(f"{v:.3f}" for v in dose_shift))
print(f"clear-field intensity {u.sum():.4f} thresholds; cap per group {cap:.5f}")
print(f"groups at cap {full}, partly lit {partial}, active imaging rows {active}")
for low, high in ((0, 0.43), (0.43, 0.79), (0.79, 0.95)):
    part = u[(sx >= low) & (sx < high)].sum() / u.sum()
    print(f"source power with |sx| from {low:.2f} to {high:.2f}: {100*part:.2f} %")
for d, value in zip(bands, band_optima):
    print(f"edge band +/-{100*d:.1f} %: optimum {value:.4f} %/nm")
print(f"band multiplier {shadow/100:.4f} %/nm per percentage point")
print(f"best log slope: band {log_band:.4f} %/nm, pinned edges {log_pinned:.4f} %/nm")
print(f"feasible two-beam dipole: worst slope {t_dipole:.4f} %/nm")
print(f"annulus 0.70-0.95: worst slope {np.min(model['slope']@annular):.4f} %/nm, "
      f"edge half-range {100*(levels.max()-levels.min())/2:.2f} %")
print(f"without pixels passing third order at 240 nm: {t_no_third:.4f} %/nm")
print(f"grid spacing 0.10: {t_coarse:.4f} %/nm; spacing 0.025: {t_fine:.4f} %/nm")
for z, values in focus_scan.items():
    print(f"focus {z} nm: worst slope {values[:,1].min():.4f} %/nm, "
          f"largest edge deviation {100*np.max(abs(values[:,0]-1)):.2f} %")
for name, values in (("y-polarized", vec_y), ("unpolarized", unpolarized)):
    print(f"vector {name}: worst slope {values[:,1].min():.4f} %/nm, "
          f"largest edge deviation {100*np.max(abs(values[:,0]-1)):.2f} %")
    print("  slopes %/nm, table order:", " ".join(f"{v:.3f}" for v in values[:, 1]))
print(f"resist blur {BLUR:.0f} nm rms: worst slope {min(blurred):.4f} %/nm")
print(f"2 % flare, half-open mask: background {flare:.4f} thresholds, "
      f"largest edge shift {100*flare/slopes.min():.3f} nm")
print(f"mask lines wider by 1 nm per edge: largest printed-edge shift {bias_shift:.3f} nm")
print("all tests passed")
```

Running it gives:

```
wavelength 193 nm, NA 1.35, water index 1.44, resist index 1.7
source radius limit 0.95, grid spacing 0.05, pixel groups 281
edge band +/-5.0 %, dark limit 0.3, bright limit 1.3 (threshold=1)
minimum pupil fill 10 % of allowed source
pitch 100 nm: first-order shift 1.4296 pupil radii
pitch 160 nm: first-order shift 0.8935 pupil radii
pitch 240 nm: first-order shift 0.5957 pupil radii
FFT check: intensity error 1.1e-06, slope error 7.9e-08 1/nm
two-beam edge intensity 0.35132 of clear field
LP optimum: worst slope 3.4933 %/nm = 34.933 1/um
dual optimum 3.4933 %/nm
edge table: pitch nm, focus nm, edge I, slope %/nm, dark I, bright I, dual weight
  100, 0, 0.9798, 4.5082, 0.2623, 1.6973, 0.0000
  100, 40, 0.9798, 4.2711, 0.3000, 1.6595, 0.0000
  160, 0, 1.0110, 4.3110, 0.0929, 2.2884, 0.0000
  160, 40, 1.0121, 3.4933, 0.3000, 2.0791, 0.3069
  240, 0, 1.0500, 3.8734, 0.1328, 2.3354, 0.0000
  240, 40, 1.0325, 3.4933, 0.2775, 2.2258, 0.6931
edge displacement nm, same order: 0.449 0.474 -0.255 -0.347 -1.297 -0.934
edge shift for 3 % dose, nm: 0.667 0.704 0.699 0.864 0.783 0.867
clear-field intensity 3.0055 thresholds; cap per group 0.10696
groups at cap 26, partly lit 4, active imaging rows 5
source power with |sx| from 0.00 to 0.43: 25.00 %
source power with |sx| from 0.43 to 0.79: 45.35 %
source power with |sx| from 0.79 to 0.95: 29.65 %
edge band +/-0.0 %: optimum 2.2832 %/nm
edge band +/-2.5 %: optimum 3.3807 %/nm
edge band +/-5.0 %: optimum 3.4933 %/nm
edge band +/-7.5 %: optimum 3.5449 %/nm
edge band +/-10.0 %: optimum 3.5964 %/nm
band multiplier 0.0207 %/nm per percentage point
best log slope: band 3.4490 %/nm, pinned edges 2.2832 %/nm
feasible two-beam dipole: worst slope 2.1423 %/nm
annulus 0.70-0.95: worst slope 2.5268 %/nm, edge half-range 8.51 %
without pixels passing third order at 240 nm: 3.0791 %/nm
grid spacing 0.10: 3.4997 %/nm; spacing 0.025: 3.5047 %/nm
focus 10 nm: worst slope 3.8490 %/nm, largest edge deviation 4.88 %
focus 20 nm: worst slope 3.7764 %/nm, largest edge deviation 4.52 %
focus 30 nm: worst slope 3.6570 %/nm, largest edge deviation 3.97 %
focus 60 nm: worst slope 2.5830 %/nm, largest edge deviation 2.02 %
vector y-polarized: worst slope 3.4895 %/nm, largest edge deviation 5.00 %
  slopes %/nm, table order: 4.493 4.256 4.307 3.490 3.869 3.490
vector unpolarized: worst slope 2.8676 %/nm, largest edge deviation 6.96 %
  slopes %/nm, table order: 3.026 2.868 3.712 3.012 3.296 2.957
resist blur 5 nm rms: worst slope 3.4170 %/nm
2 % flare, half-open mask: background 0.0301 thresholds, largest edge shift 0.860 nm
mask lines wider by 1 nm per edge: largest printed-edge shift 1.400 nm
all tests passed
```
